Bruggeman's Conduction Threshold at One Third for Spherical Grains

**1. One insulating sphere**

Take a large block of conductivity k₁ with a uniform temperature gradient G along z, and put into it one spherical pore of radius a that conducts no heat. The heat must flow around the pore. How strongly does the pore disturb the field?

In steady Fourier conduction the heat flux is q = −k∇T and ∇·q = 0. Where k is uniform, T obeys Laplace's equation. The undisturbed field is G r cosθ, with r measured from the sphere's centre and θ from the z axis, so I try T = g(r) cosθ. Laplace's equation becomes

g″ + 2g′/r − 2g/r² = 0.

A power g = rⁿ gives n(n−1) + 2n − 2 = (n−1)(n+2) = 0, hence n = 1 or n = −2. The first solution is the uniform gradient and the second is a dipole field. Outside the pore I write

T = G r cosθ (1 − β a³/r³),

where the dimensionless number β measures the dipole. The radial derivative is

∂T/∂r = G cosθ (1 + 2β a³/r³).

No heat enters the pore, so this vanishes at r = a. Then 1 + 2β = 0, and

β = −1/2 (insulating sphere).

The opposite extreme is a sphere that conducts far better than its surroundings. Its temperature is uniform, and by symmetry equal to zero, so T = 0 at r = a. This requires 1 − β = 0, and

β = +1 (highly conducting sphere).

A good conductor therefore makes a dipole twice as strong as an insulator of the same size, and of opposite sign. Suppose that in a mixture the two kinds of dipole have to cancel on average, and that the surroundings barely conduct. With a volume fraction f of highly conducting grains and insulating grains in the rest, the balance is

f·1 + (1−f)(−1/2) = 0, so f = 1/3.

This is the threshold in its simplest form. Two things are still missing: the reason why the dipoles should cancel, and a proof that the effective conductivity really vanishes below this fraction.

**2. A sphere of any conductivity**

Let the sphere have conductivity kᵢ and the surroundings kₑ. The outside field keeps its form. Inside, the solution r⁻² is excluded because it diverges at the centre, so T = gᵢ r cosθ, a uniform gradient gᵢ.

I assume no thermal resistance at the grain surface. Temperature and normal flux are then continuous at r = a:

gᵢ = G(1 − β)
kᵢ gᵢ = kₑ G(1 + 2β).

Inserting the first into the second and dividing by G gives

kᵢ − kᵢβ = kₑ + 2kₑβ
kᵢ − kₑ = β(kᵢ + 2kₑ).

Hence

βᵢ = (kᵢ − kₑ)/(kᵢ + 2kₑ)

gᵢ = G(1 − βᵢ) = 3kₑG/(kᵢ + 2kₑ).

Three limits can be read off. For kᵢ = kₑ there is no dipole and gᵢ = G. For kᵢ = 0, β = −1/2. For kᵢ ≫ kₑ, β → 1 and the inner gradient tends to zero. A numerical integration of the radial equation gives −0.5000 for the insulating sphere and 1.0000 for a sphere that conducts a million times better than the medium.

The radius has dropped out of gᵢ. Grains of one phase may differ in size, and each still carries the same inner gradient.

**3. From one grain to a mixture**

Now let phase 1 fill a fraction f of the volume and phase 2 the rest. The sample is much larger than a grain and statistically isotropic. Its effective conductivity is defined by averages over the whole volume:

⟨q⟩ = −kₑ⟨∇T⟩.

The averages require the gradient inside each phase, which depends on all the neighbours. Bruggeman's symmetric approximation replaces those neighbours by a uniform medium whose conductivity is the unknown kₑ itself. Grains of both phases are treated as spheres in this medium; neither phase is singled out as the host. This is a mean-field step, since equal spheres cannot fill space and real neighbours are not uniform.

With this approximation the definition of kₑ reads

f k₁g₁ + (1−f) k₂g₂ = kₑ[f g₁ + (1−f) g₂].

Moving everything to the left gives

f(k₁ − kₑ)g₁ + (1−f)(k₂ − kₑ)g₂ = 0.

Inserting gᵢ and dividing by the common factor 3kₑG, which is allowed for kₑ > 0, gives Bruggeman's equation:

f(k₁ − kₑ)/(k₁ + 2kₑ) + (1−f)(k₂ − kₑ)/(k₂ + 2kₑ) = 0.

This is fβ₁ + (1−f)β₂ = 0, the cancellation of dipoles that was supposed in section 1. It also makes the averages consistent: the mean gradient is G[1 − fβ₁ − (1−f)β₂] = G, so the gradient applied far from each grain equals the mean gradient in the sample.

**4. Insulating pores, and a puzzle at zero**

Set k₂ = 0 and look for a solution with kₑ > 0. The second term becomes −(1−f)/2, so

f(k₁ − kₑ)/(k₁ + 2kₑ) = (1−f)/2.

Cross-multiplication gives

2f k₁ − 2f kₑ = (1−f)k₁ + 2(1−f)kₑ.

Collecting the terms in k₁ and in kₑ gives (3f−1)k₁ = 2kₑ, or

kₑ = k₁(3f − 1)/2, for f > 1/3.

A limit that does not need the mean-field step is a small porosity p = 1 − f. Each pore then sits in nearly pure k₁, and its inner gradient is (1 − β)G = 3G/2. The conductivity is k₁ everywhere except in the pores, where it is zero. The magnitude of the mean flux is therefore k₁ times the mean gradient, less the pores' share:

|⟨q⟩| ≈ k₁G − p k₁(3G/2) = k₁G(1 − 3p/2).

Putting f = 1 − p into the Bruggeman result gives the same k₁(1 − 3p/2). For dilute spherical pores the slope −3/2 is thus correct to first order in p. What the model adds is the claim that the same straight line continues down to p = 2/3.

For f < 1/3 the formula would be negative, so no positive solution exists. Nor can kₑ = 0 be inserted in the fractional equation, because its second term becomes 0/0. To say that the conductivity is zero there, one must let the poor phase conduct a little and then take the limit k₂ → 0.

**5. Two conducting phases: one root**

Let k₁ > k₂ > 0 and 0 < f < 1. Write x for a trial value of kₑ. Each dipole factor falls as x grows, because

d/dx [(k − x)/(k + 2x)] = [−(k + 2x) − 2(k − x)]/(k + 2x)² = −3k/(k + 2x)² < 0.

At x = k₂ the second term of Bruggeman's equation vanishes and the first is positive. At x = k₁ the first vanishes and the second is negative. A continuous, falling function with this change of sign has one zero, so there is one positive root, and it lies between k₂ and k₁.

To find it, multiply the equation by both denominators. The two products are

f(k₁ − x)(k₂ + 2x) = f[k₁k₂ + 2k₁x − k₂x − 2x²]

(1−f)(k₂ − x)(k₁ + 2x) = (1−f)[k₁k₂ + 2k₂x − k₁x − 2x²].

In the sum, the terms k₁k₂ and −2x² have total weight f + (1−f) = 1. The coefficient of k₁x is 2f − (1−f) = 3f − 1, and that of k₂x is 2(1−f) − f = 2 − 3f. With x = kₑ,

2kₑ² − b kₑ − k₁k₂ = 0, b = (3f−1)k₁ + (2−3f)k₂.

The product of the two roots is −k₁k₂/2, which is negative, so the positive root is the one with the plus sign:

kₑ = [b + √(b² + 8k₁k₂)]/4.

For f = 1, b = 2k₁ − k₂ and the square root is 2k₁ + k₂, so kₑ = k₁, as it must be. For a mixed case take f = 0.5 and k₂ = 0.1k₁. Then b = 0.55k₁, the square root is √(0.3025 + 0.8) k₁ = 1.05k₁, and kₑ = 0.40k₁. When kₑ is instead adjusted until the numerically integrated sphere fields satisfy the flux definition, the result is 0.40000k₁.

**6. The threshold**

Now let k₂ → 0 at fixed k₁ and f. Then b → (3f−1)k₁, the term 8k₁k₂ disappears, and √(b²) = |b|. The absolute value matters, since b changes sign at f = 1/3:

kₑ → (b + |b|)/4.

Above one third |b| = b and the result is b/2. Below it |b| = −b and the two terms cancel. Therefore

kₑ → k₁(3f − 1)/2 for f > 1/3
kₑ → 0 for f ≤ 1/3.

This settles the puzzle of section 4. It also shows what the threshold means within the model. With k₂ = 0 and a very small trial value of kₑ, the dipole sum is f − (1−f)/2 = (3f−1)/2. If this is positive, the conducting grains dominate, and kₑ has to rise until the sum is zero. If it is negative, raising kₑ makes the sum more negative still, and no positive value can satisfy the balance.

**7. How a slightly conducting phase rounds the corner**

No real pore is a perfect insulator. For k₂ ≪ k₁ there are three regimes.

Above the threshold, b > 0. Expanding the square root for 8k₁k₂ ≪ b² gives

√(b² + 8k₁k₂) ≈ b + 4k₁k₂/b,

and so kₑ ≈ b/2 + k₁k₂/b. In the last term b may be replaced by (3f−1)k₁, since the error is of second order in k₂. The terms proportional to k₂ are then

k₂[(2−3f)/2 + 1/(3f−1)] = k₂[(2−3f)(3f−1) + 2]/[2(3f−1)].

The numerator is 6f − 2 − 9f² + 3f + 2 = 9f(1−f). Hence

kₑ ≈ k₁(3f−1)/2 + k₂·9f(1−f)/[2(3f−1)].

At the threshold, b = k₂, which is negligible beside √(8k₁k₂). Then kₑ ≈ √(8k₁k₂)/4, or

kₑ ≈ √(k₁k₂/2).

The numerical roots follow this square-root law: comparing the roots at k₂/k₁ = 10⁻⁸ and 10⁻¹⁰ gives an exponent of 0.5000.

Below the threshold, b < 0 and the square root is approximately |b| + 4k₁k₂/|b|. The terms in |b| cancel, leaving k₁k₂/|b|, so

kₑ ≈ k₂/(1 − 3f).

The last result has a second use. Read it as a poorly conducting matrix k₂ with a highly conducting filler. For small f it gives k₂(1 + 3f), the dilute result for spheres with β = 1. As f approaches 1/3 the enhancement grows without bound in the limit k₂/k₁ → 0. The insulating-pore problem and the good-filler problem thus share one threshold, seen from its two sides.

The expansions fail when b² is comparable with 8k₁k₂. Setting these equal, with b ≈ (3f−1)k₁, gives the half-width of the rounded region:

|f − 1/3| ≈ √(8k₂/k₁)/3.

**8. Does a real mixture have to obey one third?**

It does not. The number came from spherical grains and a uniform average neighbourhood. Nothing in the derivation asks whether the conducting grains actually touch.

A regular counterexample is easy to build. Divide space into cubes of edge L, and in each cube place three crossing bars of conductor, one along each axis, of square cross-section with side sL. The bars continue from cube to cube. Their volume fraction is 3s² − 2s³, since the three bars share one central cube of volume s³L³, which must be counted once and not three times. This fraction can be made as small as desired, yet heat still flows along unbroken bars. Conversely, if every conducting grain has a thin, perfectly insulating shell, no heat passes however many grains there are.

Random mixtures also depart from one third. In blocks of 90 × 90 × 90 cubic cells, filled at random and connected through shared faces, a conducting path joined two opposite sides in 0 of 12 blocks at f = 0.290 and in 12 of 12 at f = 0.325. At f = 0.325 Bruggeman's equation with insulating pores gives zero, while these finite blocks conduct. One third is the threshold of the equation, and for a given material it is an estimate.

**9. A porous silver layer under a chip**

Sintered silver is used to attach power chips to their substrates. The layer contains pores, and the question is how much they raise its thermal resistance. I take rough typical values: dense silver 420 W/(m K), porosity 25 %, thickness 50 µm, die area 100 mm², heat flow 200 W and temperature 423 K. Pores and silver ligaments are about 1 µm in size, so some fifty of them fit across the layer and an effective conductivity is a reasonable notion.

With f = 0.75 and insulating pores,

kₑ = 420 × (3 × 0.75 − 1)/2 = 420 × 0.625 = 262.5 W/(m K).

A thickness in µm divided by a conductivity in W/(m K) gives an area resistance directly in mm² K/W:

50/262.5 = 0.1905 mm² K/W.

The temperature drop is 200 × 0.1905/100 = 0.381 K, or about 0.4 K at the accuracy of the inputs, within this model (section 10 shows how the microstructure can raise it); the further digits here and below only let the arithmetic be followed. A fully dense layer of the same thickness would have 0.1190 mm² K/W, so the pores raise the resistance by a factor of 1.6. In the model each further percentage point of porosity costs 0.015 × 420 = 6.3 W/(m K).

This layer is far from the threshold, which lies at a porosity of 66.7 %. The approach to it is seen by changing the porosity alone, with air of 0.03 W/(m K) in the pores:

porosity 40 %: 168.0 W/(m K)
porosity 55 %: 73.6 W/(m K)
porosity 65 %: 11.1 W/(m K)
porosity 2/3: 2.5 W/(m K)
porosity 70 %: 0.30 W/(m K)

With perfectly insulating pores the last two values would be zero and the value at 65 % would be 10.5 W/(m K). The square-root law gives √(420 × 0.03/2) = 2.5 W/(m K) at the threshold, in agreement with the full root. The rounded region has a half-width of 0.008 in f, so for silver and air the corner is sharp, although the conductivity at the corner is some eighty times that of air.

**10. What the estimate leaves out**

At 25 % porosity the air in the pores adds 0.02 W/(m K), which is negligible beside 262.5. Radiation across a pore, estimated for black walls in the far field, is equivalent to 1.7 × 10⁻⁵ W/(m K). That estimate is an indication and no more, because the 1 µm gap is shorter than the thermal peak wavelength of 6.85 µm. Even a thousandfold increase would leave it as small as the effect of the air. Treating the pores as insulating is therefore sound here.

Other assumptions matter more. The electron mean free path in silver, roughly 40 nm, is 4 % of the ligament size. If the silver crystals are about as large as the ligaments, scattering at surfaces and crystal boundaries can be expected to lower the silver's own conductivity by an amount of that order; smaller crystals would lower it more. I have not calculated this effect. A boundary resistance of 0.01 mm² K/W at the die face, again a rough value, would add 5.2 % to the resistance of the layer.

The shape and arrangement of the grains matter as well. Heat flow was computed through four random blocks of 10 × 10 × 10 cubic grains, with the same 25 % porosity and air in the pores. With four grid cells along each grain edge the mean conductivity is 234.5 W/(m K), with a standard error of 1.9 W/(m K) from the scatter between blocks. This is 10.7 % below Bruggeman's value. With two cells per edge the mean was 223.9 W/(m K), so the result still rises as the grid is refined, and part of the gap is numerical. If the grid error were proportional to the cell size, a further rise of 10.6 W/(m K) would follow, leaving a gap of about 7 %. Two grids cannot establish that proportionality; finer grids show the error falling slightly faster than the cell size, with a remaining rise of about 10 W/(m K). Four blocks are also too few for the digits shown. These four lie on the high side: larger sets of blocks average about 218 W/(m K) with two cells per edge and about 230 W/(m K) with four, some 5 to 6 W/(m K) lower. The converged value is then near 240 W/(m K), a gap of about 9 % rather than 7 %.

Real sintered layers differ from both pictures. Their silver particles have grown together through necks, so the metal forms a connected skeleton and the two phases do not play the symmetric roles that Bruggeman gives them. Narrow necks obstruct heat more than the porosity alone suggests, and flat pores lying across the heat flow do so too. The cubic-grain result, a conductivity lower by about a tenth, belongs to one particular microstructure; it is not a bound for a poorly sintered layer. For rounded pores in continuous metal at moderate porosity the formula k₁(1 − 3p/2) serves as a first estimate. For a skeleton of joined particles it is optimistic even when the skeleton is well connected: randomly overlapping solid spheres at 25 % porosity conduct only about 0.47k₁, a quarter below the formula, which would raise the drop in section 9 to about 0.5 K. Near p = 2/3 it should not be used for design, because there the answer depends on which grains touch, and the equation contains no such information.

The numerical output below gives the full set of values.

Table of computed values

```
Dipole factor, insulating sphere: -0.5000
Dipole factor, sphere 1e6 times the medium: 1.0000
ke/k1 from integrated fields, f=0.75, k2/k1=0.0: 0.62500
ke/k1 from integrated fields, f=0.40, k2/k1=0.0: 0.10000
ke/k1 from integrated fields, f=0.50, k2/k1=0.1: 0.40000
ke/k1 from integrated fields, f=0.20, k2/k1=0.1: 0.16786
Exponent of ke against k2 at f=1/3: 0.5000
Random cubic cells, block edge: 90 cells
Spanning blocks at f=0.290: 0 of 12
Spanning blocks at f=0.325: 12 of 12
Silver conductivity (rough input): 420 W/(m K)
Air conductivity (rough input): 0.03 W/(m K)
Porosity (input): 25 %
Layer thickness (input): 50 um
Die area (input): 100 mm2
Heat flow (input): 200 W
Temperature (input): 423 K
Pore and ligament size (rough input): 1.0 um
Layer conductivity, insulating pores: 262.5 W/(m K)
Layer area resistance: 0.1905 mm2 K/W
Area resistance if fully dense: 0.1190 mm2 K/W
Temperature drop across layer: 0.381 K
Sweep: porosity %, ke insulating pores, ke air pores, W/(m K)
   10.0    357.00   357.007
   25.0    262.50   262.520
   40.0    168.00   168.040
   55.0     73.50    73.595
   65.0     10.50    11.083
   66.7      0.00     2.517
   70.0      0.00     0.296
   80.0      0.00     0.075
Half-width of rounded threshold in f: 0.0080
Gain from air in pores: 0.0202 W/(m K)
Far-field black-wall pore radiation: 1.72e-05 W/(m K)
Thermal peak wavelength: 6.85 um
Electron mean free path (rough input): 40 nm
Mean free path / ligament size: 4.0 %
Die-face boundary resistance (rough input): 0.010 mm2 K/W
Boundary / layer resistance: 5.2 %
Random cubic grains: 4 blocks of 10^3 grains
Block mean, 2 cells per grain edge: 223.9 W/(m K)
Block mean, 4 cells per grain edge: 234.5 W/(m K)
Standard error of finer block mean: 1.9 W/(m K)
Finer block mean relative to Bruggeman: -10.7 %
```
